# Matching interstitial and sphere kinetic terms in the LAPW Hamiltonian: test program

```python
"""Kinetic-energy forms in the LAPW Hamiltonian (Rydberg units, h = -Laplacian + V).

Result under test: the interstitial forms K'^2, K.K' and (K^2+K'^2)/2 times the
step-function transform each have their own muffin-tin sphere term. With these,
  H_gradient - H_laplacian = - sum_{l>L} S_l(K,K'),
  S_l = (4 pi R^2/Omega)(2l+1) P_l(cos) j_l(KR) K' j_l'(K'R),
and H_symmetrized is the Hermitian part of H_laplacian, so all agree as L grows.
K = k+G: wave vectors; R: sphere radius; Omega: cell volume; L: largest l in the
sphere; u, ud: radial solution and its energy derivative; a, b: their matching
coefficients. A gradient form paired with the symmetrized sphere term keeps the
error q^2 v(q)/2, and value-only matching (APW) keeps a kink term.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eig, eigh
from scipy.special import spherical_jn, eval_legendre
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
cell, R, depth, E_lin = 5.0, 2.0, 2.0, 0.3
k_frac = np.array([0.1, 0.2, 0.3])
K_cut, K_cut_ref = 3.0, 7.0
L_list, L_top, L_tail = [2, 4, 6, 8, 10, 12, 20], 20, 40
Omega = cell**3


def wave_vectors(cutoff):
    n = np.arange(-8, 9)
    grid = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
    vectors = 2 * np.pi / cell * (grid + k_frac)
    keep = np.linalg.norm(vectors, axis=1) <= cutoff
    return grid[keep], vectors[keep]


def distances(vectors):
    return np.linalg.norm(vectors[:, None, :] - vectors[None, :, :], axis=2)


def sphere_transform(q):
    """v(q): integral of exp(iq.r) over the sphere, divided by Omega."""
    x = np.asarray(q) * R
    safe = np.where(x < 1e-8, 1.0, x)
    ratio = np.where(x < 1e-8, 1 / 3, spherical_jn(1, safe) / safe)
    return 4 * np.pi * R**3 / Omega * ratio


nodes, weights = np.polynomial.legendre.leggauss(70)
r = 0.5 * R * (nodes + 1)
w = 0.5 * R * weights * r**2
V = -depth * (1 - (r / R)**2)**2


def radial_functions(l):
    """Power series of u and its energy derivative, u normalized, ud orthogonal."""
    c, d = np.zeros(81), np.zeros(81)
    c[0] = 1.0

    def pull(s, n):
        total = (E_lin + depth) * s[n - 2]
        if n >= 4:
            total -= 2 * depth / R**2 * s[n - 4]
        if n >= 6:
            total += depth / R**4 * s[n - 6]
        return total

    for n in range(2, 81, 2):
        c[n] = -pull(c, n) / (n * (n + 2 * l + 1))
        d[n] = -(pull(d, n) + c[n - 2]) / (n * (n + 2 * l + 1))
    u = Polynomial(np.concatenate([np.zeros(l), c]))
    ud = Polynomial(np.concatenate([np.zeros(l), d]))
    scale = 1 / np.sqrt(np.sum(w * u(r)**2))
    u, ud = u * scale, ud * scale
    ud = ud - u * np.sum(w * u(r) * ud(r))
    return u, ud


def apply_h(p, l):
    return (-p.deriv(2)(r) - 2 * p.deriv()(r) / r
            + l * (l + 1) * p(r) / r**2 + V * p(r))


labels, K = wave_vectors(K_cut)
K_norm = np.linalg.norm(K, axis=1)
dot = K @ K.T
cosine = np.clip(dot / np.outer(K_norm, K_norm), -1, 1)
q = distances(K)
v = sphere_transform(q)
Theta = np.eye(len(K)) - v
inter_lap = K_norm[None, :]**2 * Theta
inter_grad = dot * Theta
inter_sym = 0.5 * (K_norm[:, None]**2 + K_norm[None, :]**2) * Theta
i1 = int(np.where((labels == [-1, 0, 0]).all(axis=1))[0][0])
i2 = int(np.where((labels == [1, 1, 0]).all(axis=1))[0][0])

# Sphere volume and surface integrals for one pair, by direct quadrature.
ct, wt = np.polynomial.legendre.leggauss(40)
phi = 2 * np.pi * np.arange(80) / 80
st = np.sqrt(1 - ct**2)
direction = np.stack([np.outer(st, np.cos(phi)), np.outer(st, np.sin(phi)),
                      np.outer(ct, np.ones(80))], axis=-1)
w_ang = np.outer(wt, np.full(80, 2 * np.pi / 80))
q_dir = direction @ (K[i2] - K[i1])
volume_num = sum(wr * np.sum(w_ang * np.exp(1j * rr * q_dir))
                 for rr, wr in zip(r, w)) / Omega
surface_num = R**2 / Omega * np.sum(
    w_ang * 1j * (direction @ K[i2]) * np.exp(1j * R * q_dir))
D = (dot - K_norm[None, :]**2) * v
assert abs(volume_num - v[i1, i2]) < 1e-11
assert abs(surface_num - D[i1, i2]) < 1e-11

# Partial-wave surface terms, and their sum against the closed form.
S_l, angular = [], []
for l in range(L_tail + 1):
    j = spherical_jn(l, K_norm * R)
    dj = K_norm * spherical_jn(l, K_norm * R, derivative=True)
    angular.append(4 * np.pi / Omega * (2 * l + 1) * eval_legendre(l, cosine))
    S_l.append(angular[l] * R**2 * np.outer(j, dj))
assert np.max(abs(sum(S_l) - D)) < 1e-10

# Sphere terms: algebraic forms against radial quadrature, for every l and pair.
zero = np.zeros_like(Theta)
over, lap, sym, grad = zero.copy(), zero.copy(), zero.copy(), zero.copy()
apw_over, apw_lap, apw_grad, kink = (zero.copy() for _ in range(4))
stored = {}
for l in range(L_top + 1):
    u, ud = radial_functions(l)
    uR, duR, udR, dudR = u(R), u.deriv()(R), ud(R), ud.deriv()(R)
    N = np.sum(w * ud(r)**2)
    assert abs(R**2 * (duR * udR - uR * dudR) - 1) < 1e-9
    j = spherical_jn(l, K_norm * R)
    dj = K_norm * spherical_jn(l, K_norm * R, derivative=True)
    a = R**2 * (dj * udR - j * dudR)
    b = R**2 * (duR * j - uR * dj)
    a_num, b_num = np.linalg.solve([[uR, udR], [duR, dudR]], np.array([j, dj]))
    assert np.allclose(a, a_num, rtol=1e-7, atol=1e-9)
    assert np.allclose(b, b_num, rtol=1e-7, atol=1e-9)
    f = np.outer(a_num, u(r)) + np.outer(b_num, ud(r))
    df = np.outer(a_num, u.deriv()(r)) + np.outer(b_num, ud.deriv()(r))
    hf = np.outer(a_num, apply_h(u, l)) + np.outer(b_num, apply_h(ud, l))
    overlap_l = np.outer(a, a) + N * np.outer(b, b)
    lap_l = E_lin * overlap_l + np.outer(a, b)
    sym_l = E_lin * overlap_l + 0.5 * (np.outer(a, b) + np.outer(b, a))
    grad_l = sym_l + 0.5 * R**2 * (np.outer(j, dj) + np.outer(dj, j))
    grad_num = (df * w) @ df.T + (f * w * (V + l * (l + 1) / r**2)) @ f.T
    assert np.max(abs((f * w) @ f.T - overlap_l)) < 1e-9
    assert np.max(abs((f * w) @ hf.T - lap_l)) < 1e-8
    assert np.max(abs(grad_num - grad_l)) < 1e-8
    over += angular[l] * overlap_l
    lap += angular[l] * lap_l
    sym += angular[l] * sym_l
    grad += angular[l] * grad_num
    # Value-only matching: a single radial function per l.
    alpha = j / uR
    energy_u = np.sum(w * (u.deriv()(r)**2 + (V + l * (l + 1) / r**2) * u(r)**2))
    apw_over += angular[l] * np.outer(alpha, alpha)
    apw_lap += angular[l] * E_lin * np.outer(alpha, alpha)
    apw_grad += angular[l] * energy_u * np.outer(alpha, alpha)
    kink += angular[l] * R**2 * np.outer(j, alpha * duR - dj)
    if l in L_list:
        stored[l] = (over.copy(), lap.copy(), sym.copy(), grad.copy())

# Full matrices as a function of L.
table, gap = [], {}
for L in L_list:
    o, s_lap, s_sym, s_grad = stored[L]
    overlap = Theta + o
    H_lap, H_sym, H_grad = inter_lap + s_lap, inter_sym + s_sym, inter_grad + s_grad
    tail = sum(S_l[L + 1:])
    assert np.max(abs(H_grad - H_lap + tail)) < 1e-8
    assert np.max(abs(H_sym - H_grad - 0.5 * (tail + tail.T))) < 1e-8
    gap[L] = np.max(abs(H_grad - H_lap))
    e_grad, c_grad = eigh(H_grad, overlap)
    e_sym = eigh(H_sym, overlap, eigvals_only=True)
    e_lap = eig(H_lap, overlap, right=False)
    low = e_lap[np.argmin(e_lap.real)]
    assert e_grad[0] >= -depth
    table.append((L, e_grad[0], e_sym[0], low.real, abs(low.imag), gap[L]))
assert gap[12] < 1e-2 * gap[6] and gap[20] < 1e-8
assert abs(table[-1][1] - table[-1][2]) < 1e-7
assert abs(table[-1][1] - table[-1][3]) < 1e-7
E_lapw, state = e_grad[0], c_grad[:, 0]

# Mismatched pair: K.K' outside with the symmetrized sphere term inside.
H_mixed = inter_grad + stored[L_top][2]
mixed_error = 0.5 * q**2 * v
assert np.max(abs(H_mixed - H_grad - mixed_error)) < 1e-8
E_mixed = eigh(H_mixed, overlap, eigvals_only=True)[0]
first_order = state @ mixed_error @ state

# Value-only matching: the difference of forms is the kink term and persists.
apw_gap = (inter_grad + apw_grad) - (inter_lap + apw_lap)
assert np.max(abs(apw_gap - kink)) < 1e-8
assert np.max(abs(apw_gap)) > 1e-2
E_apw_grad = eigh(inter_grad + apw_grad, Theta + apw_over, eigvals_only=True)[0]
E_apw_sym = eigh(inter_sym + apw_lap, Theta + apw_over, eigvals_only=True)[0]


def plane_wave_energy(cutoff):
    """Lowest eigenvalue of the same potential in a pure plane-wave basis."""
    _, vectors = wave_vectors(cutoff)
    x = distances(vectors) * R
    safe = np.where(x < 1e-2, 1.0, x)
    shape = np.where(x < 1e-2, 1 / 105, spherical_jn(3, safe) / safe**3)
    H = -depth * 4 * np.pi * R**3 / Omega * 8 * shape
    H[np.diag_indices(len(H))] += np.sum(vectors**2, axis=1)
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0], len(H)


E_ref, n_ref = plane_wave_energy(K_cut_ref)
E_ref_small, _ = plane_wave_energy(K_cut_ref - 1)
assert abs(E_ref - E_ref_small) < 1e-5
# Finite LAPW cutoff and linearization leave a small positive error.
assert -1e-5 < E_lapw - E_ref < 2e-3
assert E_apw_grad > E_ref - 1e-5

print(f"lattice constant {cell} bohr, sphere radius {R} bohr")
print(f"well depth {depth} Ry, linearization energy {E_lin} Ry")
print(f"k in units of 2pi/a: {k_frac}")
print(f"LAPW cutoff {K_cut} 1/bohr, R*K_cut = {R*K_cut}, {len(K)} functions")
print(f"pair: G = {labels[i1]}, G' = {labels[i2]} in units of 2pi/a")
print(f"|K| = {K_norm[i1]:.5f}, |K'| = {K_norm[i2]:.5f}, q = {q[i1,i2]:.5f} 1/bohr")
print(f"K.K' = {dot[i1,i2]:.5f} 1/bohr^2")
print(f"v(q) = {v[i1,i2]:.6f}, Theta = {Theta[i1,i2]:.6f} (no unit)")
print(f"surface term D: closed {D[i1,i2]:.7f}, quadrature {surface_num.real:.7f} Ry")
print("pair elements in Ry: interstitial, sphere, total")
for L in (2, 6):
    for name, outside, inside in (("Laplacian", inter_lap, stored[L][1]),
                                  ("symmetrized", inter_sym, stored[L][2]),
                                  ("gradient", inter_grad, stored[L][3])):
        x, y = outside[i1, i2], inside[i1, i2]
        print(f"L={L} {name:12s} {x:11.7f} {y:11.7f} {x+y:11.7f}")
    print(f"L={L} surface tail sum_(l>L) S_l = {sum(S_l[L+1:])[i1,i2]:.7f} Ry")
print("lowest eigenvalue in Ry: L, gradient, symmetrized, Laplacian (Re, |Im|);")
print("last column: largest |H_grad - H_Lap| element in Ry")
for row in table:
    print("%3d %12.7f %12.7f %12.7f %9.1e %9.1e" % row)
print(f"plane-wave reference, {n_ref} waves: {E_ref:.7f} Ry")
print(f"reference change from cutoff {K_cut_ref-1} to {K_cut_ref} 1/bohr: "
      f"{E_ref-E_ref_small:.1e} Ry")
print(f"LAPW (L={L_top}) minus reference: {E_lapw-E_ref:.2e} Ry")
print(f"LAPW lowest eigenvalue: {E_lapw*RY_EV:.5f} eV")
print(f"mismatched pair: element error q^2 v/2 = {mixed_error[i1,i2]:.7f} Ry")
print(f"mismatched pair: lowest eigenvalue {E_mixed:.6f} Ry (L={L_top})")
print(f"mismatched pair: first-order shift of true state {first_order:.6f} Ry")
print(f"APW: largest kink element {np.max(abs(kink)):.5f} Ry (L={L_top})")
print(f"APW lowest eigenvalue, gradient form: {E_apw_grad:.6f} Ry")
print(f"APW lowest eigenvalue, symmetrized, no kink term: {E_apw_sym:.6f} Ry")
print("every check passed")
```

Output:

```
lattice constant 5.0 bohr, sphere radius 2.0 bohr
well depth 2.0 Ry, linearization energy 0.3 Ry
k in units of 2pi/a: [0.1 0.2 0.3]
LAPW cutoff 3.0 1/bohr, R*K_cut = 6.0, 57 functions
pair: G = [-1  0  0], G' = [1 1 0] in units of 2pi/a
|K| = 1.21835, |K'| = 2.08010, q = 2.80993 1/bohr
K.K' = -1.04223 1/bohr^2
v(q) = -0.022855, Theta = 0.022855 (no unit)
surface term D: closed 0.1227095, quadrature 0.1227095 Ry
pair elements in Ry: interstitial, sphere, total
L=2 Laplacian      0.0988894  -0.1511244  -0.0522350
L=2 symmetrized    0.0664075  -0.1070464  -0.0406389
L=2 gradient      -0.0238201  -0.0341996  -0.0580197
L=2 surface tail sum_(l>L) S_l = 0.0057847 Ry
L=6 Laplacian      0.0988894  -0.1170615  -0.0181720
L=6 symmetrized    0.0664075  -0.0845796  -0.0181721
L=6 gradient      -0.0238201   0.0056487  -0.0181714
L=6 surface tail sum_(l>L) S_l = -0.0000006 Ry
lowest eigenvalue in Ry: L, gradient, symmetrized, Laplacian (Re, |Im|);
last column: largest |H_grad - H_Lap| element in Ry
  2    0.0114253    0.0121821    0.0123007   0.0e+00   1.9e-01
  4    0.0123709    0.0123817    0.0123818   0.0e+00   1.8e-01
  6    0.0123807    0.0123811    0.0123811   0.0e+00   3.1e-02
  8    0.0123810    0.0123811    0.0123811   0.0e+00   1.0e-03
 10    0.0123811    0.0123811    0.0123811   0.0e+00   1.1e-05
 12    0.0123811    0.0123811    0.0123811   0.0e+00   5.1e-08
 20    0.0123811    0.0123811    0.0123811   0.0e+00   1.5e-14
plane-wave reference, 724 waves: 0.0122485 Ry
reference change from cutoff 6.0 to 7.0 1/bohr: -8.5e-07 Ry
LAPW (L=20) minus reference: 1.33e-04 Ry
LAPW lowest eigenvalue: 0.16845 eV
mismatched pair: element error q^2 v/2 = -0.0902276 Ry
mismatched pair: lowest eigenvalue 0.026125 Ry (L=20)
mismatched pair: first-order shift of true state 0.165902 Ry
APW: largest kink element 0.79903 Ry (L=20)
APW lowest eigenvalue, gradient form: 0.042819 Ry
APW lowest eigenvalue, symmetrized, no kink term: -0.338988 Ry
every check passed
```
